# When a spherical vacuum pore in a dielectric binds an electron: a numerical check

```python
"""Binding of an electron by a spherical vacuum pore in a dielectric.

Result under test: a flat pore of radius a, with the free mass m everywhere,
binds an electron if and only if the matrix conduction edge V0 (measured from
vacuum) exceeds Vc = pi^2 hbar^2 / (8 m a^2).
Symbols: B = hbar^2/(2m) in eV nm^2; Ea = B/a^2; Eb = binding energy below
the matrix edge; kappa = sqrt(Eb/B) = decay constant outside the pore.
Lengths are in nm and energies in eV. The independent road is a finite-volume
diagonalization of the radial Hamiltonian in a large sphere.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

B = const.hbar**2 / (2 * const.m_e) / const.e * 1e18


def grid_level(edge, radius, mass_ratio=1.0, ell=0, box=80, cells=40):
    """Lowest level minus matrix edge; box size is in pore radii.

    mass_ratio is matrix mass / free mass. The flux form of the kinetic
    energy keeps R and R'/mass continuous at the pore wall.
    """
    h = radius / cells
    n = box * cells
    faces = h * np.arange(n + 1)
    volume = np.diff(faces**3) / 3
    inside = np.arange(n) < cells
    b_cell = np.where(inside, B, B / mass_ratio)
    b_face = 2 * b_cell[:-1] * b_cell[1:] / (b_cell[:-1] + b_cell[1:])
    coupling = faces[1:-1]**2 * b_face / h
    diagonal = ell * (ell + 1) * b_cell * h
    diagonal[:-1] += coupling
    diagonal[1:] += coupling
    diagonal[-1] += faces[-1]**2 * b_cell[-1] / (h / 2)
    diagonal = diagonal / volume + np.where(inside, -edge, 0.0)
    off = -coupling / np.sqrt(volume[:-1] * volume[1:])
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def grid_threshold(radius, mass_ratio=1.0, ell=0):
    """Edge at which the lowest level reaches the matrix edge, large-box limit."""
    found = [brentq(lambda v: grid_level(v, radius, mass_ratio, ell, box),
                    0.1, 4.0, xtol=1e-9) for box in (80, 160)]
    return 2 * found[1] - found[0]


def binding_energy(edge, radius):
    """Ground-state binding energy from the matching condition (pi/2 < z0 < pi)."""
    z0 = np.sqrt(edge / B) * radius
    assert np.pi / 2 < z0 < np.pi

    def mismatch(z):
        return z / np.tan(z) + np.sqrt(max(z0**2 - z**2, 0.0))

    z = brentq(mismatch, np.pi / 2, z0, xtol=1e-14)
    return B * (z / np.tan(z))**2 / radius**2


# Inputs: rough typical values for a porous saturated-hydrocarbon polymer
a = 0.5
V0 = 0.5
eps_optical = 2.3
porosity = 0.10
field_MV_cm = 1.0
temperature = 378.0
mass_ratio = 0.5

# Thresholds
Ea = B / a**2
Vc = np.pi**2 * const.hbar**2 / (8 * const.m_e * (a * 1e-9)**2) / const.e
Vc_grid = grid_threshold(a)
assert abs(Vc_grid / Vc - 1) < 3e-3      # grid and box errors are below 0.3 %
Vp = Ea * np.pi**2
Vp_grid = grid_threshold(a, ell=1)
assert abs(Vp_grid / Vp - 1) < 3e-3
z_mass = brentq(lambda z: z / np.tan(z) - 1 + 1 / mass_ratio, 0.1, 3.1)
Vc_mass = Ea * z_mass**2
Vc_mass_grid = grid_threshold(a, mass_ratio)
assert abs(Vc_mass_grid / Vc_mass - 1) < 3e-3
assert Vc_mass > Vc

# Critical radius at the example's edge: binding changes sign across it
a_crit = np.pi * np.sqrt(B / V0) / 2
assert grid_level(V0, 0.97 * a_crit) > 0 > grid_level(V0, 1.03 * a_crit)

# Example state
Eb = binding_energy(V0, a)
Eb_grid = -grid_level(V0, a, box=40, cells=80)
assert abs(Eb - Eb_grid) < 1e-4
kappa = np.sqrt(Eb / B)
P_in = (kappa * a + Eb / V0) / (1 + kappa * a)
dV = 0.005
P_grid = (grid_level(V0 - dV, a, box=40, cells=80)
          - grid_level(V0 + dV, a, box=40, cells=80)) / (2 * dV)
assert abs(P_in - P_grid) < 2e-3

# Quadratic onset: its relative error must vanish towards threshold
onset_errors = []
for excess in (0.04, 0.01):
    edge = Vc * (1 + excess)
    onset_errors.append(abs((edge - Vc)**2 / (4 * Ea)
                            / binding_energy(edge, a) - 1))
assert onset_errors[1] < 0.02 and onset_errors[1] < 0.4 * onset_errors[0]
Eb_onset = (V0 - Vc)**2 / (4 * Ea)
edge_close = 0.378
Eb_close = binding_energy(edge_close, a)

# Temperature, field and neighbouring pores
kT = const.k * temperature / const.e
F = field_MV_cm * 0.1                     # V/nm
barrier_width = Eb / F
exponent = 4 * kappa * Eb / (3 * F)
exponent_quad = 2 * quad(lambda x: np.sqrt(max(Eb - F * x, 0.0) / B),
                         0, barrier_width)[0]
assert abs(exponent / exponent_quad - 1) < 1e-6
spacing = (4 * np.pi * a**3 / (3 * porosity))**(1 / 3)

# Polarization of the matrix by a charge at the pore centre
a_m = a * 1e-9
W = -const.e * (1 - 1 / eps_optical) / (8 * np.pi * const.epsilon_0 * a_m)


def field_energy_change(t):
    """Change of field energy in eV per unit t, with r = a/t outside the pore."""
    r = a_m / t
    displacement = const.e / (4 * np.pi * r**2)
    density = displacement**2 / (2 * const.epsilon_0) * (1 / eps_optical - 1)
    return density * 4 * np.pi * r**2 * a_m / t**2 / const.e


W_quad = quad(field_energy_change, 0, 1)[0]
assert abs(W / W_quad - 1) < 1e-8
V_shifted = Vc + W
V_shifted_mass = Vc_mass + W
depth_polar = V0 - W
Eb_polar = binding_energy(depth_polar, a)
Eb_polar_grid = -grid_level(depth_polar, a, box=40, cells=80)
assert abs(Eb_polar - Eb_polar_grid) < 1e-3

print(f"Pore radius a: {a:.2f} nm")
print(f"Matrix edge above vacuum V0 (rough): {V0:.2f} eV")
print(f"Optical relative permittivity (rough): {eps_optical:.1f}")
print(f"Porosity (rough): {100 * porosity:.0f} %")
print(f"Applied field: {field_MV_cm:.1f} MV/cm")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Constant B = hbar^2/2m: {B:.6f} eV nm^2")
print(f"Energy scale Ea = B/a^2: {Ea:.5f} eV")
print(f"Threshold Vc, formula: {Vc:.5f} eV")
print(f"Threshold Vc, diagonalization: {Vc_grid:.5f} eV")
print(f"Threshold Vc, in joules: {Vc * const.e:.4e} J")
print(f"First p-state threshold, formula: {Vp:.4f} eV")
print(f"First p-state threshold, diagonalization: {Vp_grid:.4f} eV")
print(f"Critical radius at V0: {a_crit:.4f} nm")
print(f"Edge just above threshold: {edge_close:.3f} eV")
print(f"Binding energy at that edge: {Eb_close * 1e6:.2f} microeV")
print(f"Well strength z0 at V0: {np.sqrt(V0 / Ea):.4f}")
print(f"Interior phase z = ka: {np.sqrt((V0 - Eb) / Ea):.4f}")
print(f"Exterior parameter kappa*a: {kappa * a:.4f}")
print(f"Binding energy Eb, matching: {Eb * 1000:.2f} meV")
print(f"Binding energy Eb, diagonalization: {Eb_grid * 1000:.2f} meV")
print(f"Binding energy, quadratic onset law: {Eb_onset * 1000:.2f} meV")
print(f"Onset-law error 4 % above Vc: {100 * onset_errors[0]:.2f} %")
print(f"Onset-law error 1 % above Vc: {100 * onset_errors[1]:.2f} %")
print(f"Amplitude decay length 1/kappa: {1 / kappa:.3f} nm")
print(f"Probability inside pore, formula: {P_in:.4f}")
print(f"Probability inside pore, dEb/dV0 on grid: {P_grid:.4f}")
print(f"Thermal energy kT: {kT * 1000:.2f} meV")
print(f"Ratio Eb/kT: {Eb / kT:.3f}")
print(f"Field barrier width Eb/(eF): {barrier_width:.3f} nm")
print(f"Field tunnelling exponent: {exponent:.3f}")
print(f"Mean pore spacing (density^-1/3): {spacing:.3f} nm")
print(f"Illustrative matrix mass / free mass: {mass_ratio:.2f}")
print(f"Root z for that mass: {z_mass:.4f}")
print(f"Threshold for that mass, formula: {Vc_mass:.4f} eV")
print(f"Threshold for that mass, diagonalization: {Vc_mass_grid:.4f} eV")
print(f"Polarization shift W at pore centre: {W:.4f} eV")
print(f"Polarization shift W, field integral: {W_quad:.4f} eV")
print(f"Estimated edge threshold with W: {V_shifted:.4f} eV")
print(f"Same with the lighter matrix mass: {V_shifted_mass:.4f} eV")
print(f"Well depth V0 + |W|: {depth_polar:.4f} eV")
print(f"Binding energy with W, matching: {Eb_polar:.4f} eV")
print(f"Binding energy with W, diagonalization: {Eb_polar_grid:.4f} eV")
print("every check passed")
```

Printed output:

```
Pore radius a: 0.50 nm
Matrix edge above vacuum V0 (rough): 0.50 eV
Optical relative permittivity (rough): 2.3
Porosity (rough): 10 %
Applied field: 1.0 MV/cm
Temperature of use: 378 K
Constant B = hbar^2/2m: 0.038100 eV nm^2
Energy scale Ea = B/a^2: 0.15240 eV
Threshold Vc, formula: 0.37603 eV
Threshold Vc, diagonalization: 0.37592 eV
Threshold Vc, in joules: 6.0247e-20 J
First p-state threshold, formula: 1.5041 eV
First p-state threshold, diagonalization: 1.5035 eV
Critical radius at V0: 0.4336 nm
Edge just above threshold: 0.378 eV
Binding energy at that edge: 6.34 microeV
Well strength z0 at V0: 1.8113
Interior phase z = ka: 1.7740
Exterior parameter kappa*a: 0.3656
Binding energy Eb, matching: 20.37 meV
Binding energy Eb, diagonalization: 20.38 meV
Binding energy, quadratic onset law: 25.21 meV
Onset-law error 4 % above Vc: 2.93 %
Onset-law error 1 % above Vc: 0.73 %
Amplitude decay length 1/kappa: 1.368 nm
Probability inside pore, formula: 0.2976
Probability inside pore, dEb/dV0 on grid: 0.2976
Thermal energy kT: 32.57 meV
Ratio Eb/kT: 0.625
Field barrier width Eb/(eF): 0.204 nm
Field tunnelling exponent: 0.199
Mean pore spacing (density^-1/3): 1.736 nm
Illustrative matrix mass / free mass: 0.50
Root z for that mass: 2.0288
Threshold for that mass, formula: 0.6273 eV
Threshold for that mass, diagonalization: 0.6271 eV
Polarization shift W at pore centre: -0.8139 eV
Polarization shift W, field integral: -0.8139 eV
Estimated edge threshold with W: -0.4379 eV
Same with the lighter matrix mass: -0.1866 eV
Well depth V0 + |W|: 1.3139 eV
Binding energy with W, matching: 0.5340 eV
Binding energy with W, diagonalization: 0.5341 eV
every check passed
```
